# Large-Gap Errors of Level Shifts and Exponential Regularizers: test program

```python
# Result under test: in a second-order energy E = -sum V^2/gap (all gaps > 0),
# a constant shift d, 1/gap -> 1/(gap+d), loses the fraction d/(gap+d) of each
# term (about d/gap for large gaps), while the exponential regularizers
#   sigma : (1-exp(-p gap))/gap      kappa : (1-exp(-p gap))^2/gap
#   sigma2: (1-exp(-p gap^2))/gap
# lose a fraction smaller than any power of 1/gap. In a sum over terms this
# smallness survives only if the gap distribution starts at a finite gap.
# Model distribution: g(gap) = S (gap-G) exp(-(gap-G)/W)/W^2 for gap > G.
# Energies in Ry; p in 1/Ry (sigma, kappa) or 1/Ry^2 (sigma2).
import numpy as np
import mpmath as mp
from scipy.special import expn, exp1
from scipy.constants import physical_constants

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
KINDS = ['shift', 'sigma', 'kappa', 'sigma2']
mp.mp.dps = 110


def regularized_inverse(kind, gap, p):
    """Definition of each regularized 1/gap, in high precision."""
    gap, p = mp.mpf(gap), mp.mpf(p)
    if kind == 'shift':
        return 1 / (gap + p)
    if kind == 'imaginary':
        return gap / (gap**2 + p**2)
    if kind == 'sigma':
        return (1 - mp.exp(-p * gap)) / gap
    if kind == 'kappa':
        return (1 - mp.exp(-p * gap))**2 / gap
    return (1 - mp.exp(-p * gap**2)) / gap


def loss_from_definition(kind, gap, p):
    return 1 - mp.mpf(gap) * regularized_inverse(kind, gap, p)


def loss(kind, gap, p):
    """Derived relative loss of one term."""
    if kind == 'shift':
        return p / (gap + p)
    if kind == 'sigma':
        return np.exp(-p * gap)
    if kind == 'kappa':
        return 2 * np.exp(-p * gap) - np.exp(-2 * p * gap)
    return np.exp(-p * gap**2)


def matched_parameter(kind, gap0, kept):
    """Parameter for which the term at gap0 keeps the fraction 'kept'."""
    if kind == 'shift':
        return gap0 * (1 - kept) / kept
    if kind == 'sigma':
        return -np.log(1 - kept) / gap0
    if kind == 'kappa':
        return -np.log(1 - np.sqrt(kept)) / gap0
    return -np.log(1 - kept) / gap0**2


# Near-degenerate term: the two-level problem fixes how much of it is kept
gap0, coupling = 0.05, 0.1
lowering = -np.linalg.eigvalsh([[0.0, coupling], [coupling, gap0]])[0]
bare_term = coupling**2 / gap0
kept0 = lowering / bare_term
par = {k: matched_parameter(k, gap0, kept0) for k in KINDS}
delta = par['shift']
assert abs(delta - lowering) < 1e-12
for k in KINDS:
    term = coupling**2 * float(regularized_inverse(k, gap0, par[k]))
    assert abs(term - lowering) < 1e-12

# Derived losses against the definition
for k in KINDS:
    for gap in (0.02, 0.1, 0.5, 1.0):
        ref = float(loss_from_definition(k, gap, par[k]))
        assert abs(loss(k, gap, par[k]) / ref - 1) < 1e-10


# Power of 1/gap in the loss: fixed for shifts, growing for exponentials
def local_power(kind, gap, p):
    ratio = (loss_from_definition(kind, gap, p)
             / loss_from_definition(kind, 2 * gap, p))
    return float(mp.log(ratio, 2))


power_shift = local_power('shift', 100, delta)
power_imag = local_power('imaginary', 100, delta)
assert abs(power_shift - 1) < 2e-3 and abs(power_imag - 2) < 2e-3
for k in KINDS[1:]:
    assert local_power(k, 0.5, par[k]) > 1.8 * local_power(k, 0.25, par[k])

# Time weights w(t): loss = 1 - gap * integral of w(t) exp(-t gap)
mp.mp.dps = 20
t0, d_test, gap_test = mp.mpf('0.7'), mp.mpf('0.3'), mp.mpf(2)
weights = {
    'shift': lambda t: mp.exp(-d_test * t),
    'imaginary': lambda t: mp.cos(d_test * t),
    'sigma': lambda t: 1 if t < t0 else 0,
    'kappa': lambda t: 1 if t < t0 else (-1 if t < 2 * t0 else 0),
    'delayed': lambda t: 1 if t < t0 else mp.exp(-d_test * (t - t0))}
for name, w in weights.items():
    integral = mp.quad(lambda t: w(t) * mp.exp(-t * gap_test),
                       [0, t0, 2 * t0, 5, 15, 40])
    if name == 'delayed':
        expected = mp.exp(-t0 * gap_test) * d_test / (gap_test + d_test)
    else:
        p = t0 if name in ('sigma', 'kappa') else d_test
        expected = loss_from_definition(name, gap_test, p)
    assert abs(1 - gap_test * integral - expected) < 1e-11, name

# Single crossing after matching, for weak, medium and strong damping
for kept in (0.05, kept0, 0.9):
    above = np.geomspace(1.01, 100, 400)
    below = np.geomspace(0.01, 0.99, 400)
    p_shift = matched_parameter('shift', 1.0, kept)
    for k in KINDS[1:]:
        p = matched_parameter(k, 1.0, kept)
        assert np.all(loss(k, above, p) < loss('shift', above, p_shift))
        assert np.all(loss(k, below, p) > loss('shift', below, p_shift))

# Logarithmic slopes of the kept fraction, by central differences
for k in KINDS:
    for gap in (0.03, 0.08, 0.2):
        h = 1e-5
        up = np.log(1 - loss(k, gap * np.exp(h), par[k]))
        down = np.log(1 - loss(k, gap * np.exp(-h), par[k]))
        y = par[k] * (gap**2 if k == 'sigma2' else gap)
        if k == 'shift':
            slope = loss(k, gap, par[k])
        else:
            slope = (1 if k == 'sigma' else 2) * y / np.expm1(y)
        assert abs((up - down) / (2 * h) - slope) < 1e-7

# Bulk distribution: quadrature over gaps on graded panels
S, W, G = 1.0, 1.0, 1.0
edges = np.array([0, 1e-6, 1e-5, 1e-4, 1e-3, 3e-3, 0.01, 0.03, 0.1,
                  0.3, 1, 3, 10, 30, 100]) * W
x_gl, w_gl = np.polynomial.legendre.leggauss(40)
half = np.diff(edges) / 2
offset = (edges[:-1, None] + half[:, None] * (x_gl + 1)).ravel()
quad_w = (half[:, None] * w_gl).ravel()
g_weight = quad_w * S * offset * np.exp(-offset / W) / W**2


def bulk_sum(func, G):
    return np.sum(g_weight * func(G + offset))


def bulk_loss(kind, p, G):
    return bulk_sum(lambda x: loss(kind, x, p) / x, G)


def laplace_energy(a):
    """Integral over t of S exp(-a t)/(1+tW)^2 from 0 to infinity."""
    return S * np.exp(a / W) * expn(2, a / W) / W


def laplace_tail(start, G):
    """Same integral with a = G, taken from 'start' to infinity."""
    z = G * (1 + start * W) / W
    return (S * np.exp(-start * G) * np.exp(z) * expn(2, z)
            / (W * (1 + start * W)))


bulk, losses = {}, {}
for gap_edge in (G, 0.0):
    bulk[gap_edge] = bulk_sum(lambda x: 1 / x, gap_edge)
    assert abs(bulk[gap_edge] / laplace_energy(gap_edge) - 1) < 1e-9
    closed = {
        'shift': laplace_energy(gap_edge) - laplace_energy(gap_edge + delta),
        'sigma': laplace_tail(par['sigma'], gap_edge),
        'kappa': (2 * laplace_tail(par['kappa'], gap_edge)
                  - laplace_tail(2 * par['kappa'], gap_edge))}
    for k in KINDS:
        losses[k, gap_edge] = bulk_loss(k, par[k], gap_edge)
        if k in closed:
            assert abs(losses[k, gap_edge] / closed[k] - 1) < 1e-8
for k in KINDS[1:]:
    assert losses[k, G] <= loss(k, G, par[k]) * bulk[G]
    assert losses[k, G] < losses['shift', G]
    assert losses[k, 0.0] < losses['shift', 0.0]

# Gapless bulk: power law for sigma, extra logarithm for the shift
assert abs(losses['sigma', 0.0] * W * (1 + par['sigma'] * W) / S - 1) < 1e-9
gapless_shift = S * delta / W**2 * np.exp(delta / W) * exp1(delta / W)
assert abs(losses['shift', 0.0] / gapless_shift - 1) < 1e-9
tiny = 1e-4
log_law = S * tiny / W**2 * (np.log(W / tiny) - np.euler_gamma)
assert abs(bulk_loss('shift', tiny, 0.0) / log_law - 1) < 1e-3

# First-order estimate: shift times norm of the first-order wavefunction
norm1 = bulk_sum(lambda x: 1 / x**2, G)
assert abs(bulk_loss('shift', tiny, G) / (tiny * norm1) - 1) < 1e-3
assert losses['shift', G] < delta * norm1

# Corrected shift: its loss is the square of the original relative loss
shifted_norm = bulk_sum(lambda x: 1 / (x + delta)**2, G)
corrected_loss = losses['shift', G] - delta * shifted_norm
squared = bulk_sum(lambda x: loss('shift', x, delta)**2 / x, G)
assert abs(corrected_loss / squared - 1) < 1e-8
corrected_term = (coupling**2 / (gap0 + delta)
                  + delta * coupling**2 / (gap0 + delta)**2)
assert abs(corrected_term / bare_term - (1 - (1 - kept0)**2)) < 1e-12

far_share = bulk_sum(lambda x: (x > 2.0) * loss('shift', x, delta) / x,
                     G) / losses['shift', G]
strong_sigma = 1.0
strong_loss = bulk_loss('sigma', strong_sigma, G)
assert abs(strong_loss / laplace_tail(strong_sigma, G) - 1) < 1e-8

# Gap beyond which the loss of a term is below one per cent
one_percent = {
    'shift': 99 * delta,
    'sigma': np.log(100) / par['sigma'],
    'kappa': -np.log(1 - np.sqrt(0.99)) / par['kappa'],
    'sigma2': np.sqrt(np.log(100) / par['sigma2'])}
for k in KINDS:
    ref = float(loss_from_definition(k, one_percent[k], par[k]))
    assert abs(ref - 0.01) < 1e-10

print(f"1 Ry = {RY_EV:.4f} eV")
print(f"small-gap term: gap {gap0} Ry, coupling {coupling} Ry")
print(f"  bare second-order term  {-bare_term:.4f} Ry")
print(f"  two-level energy        {-lowering:.5f} Ry")
print(f"  kept fraction           {kept0:.4f}")
print("matched parameters:")
print(f"  shift  {delta:.5f} Ry")
print(f"  sigma  {par['sigma']:.3f} 1/Ry")
print(f"  kappa  {par['kappa']:.3f} 1/Ry")
print(f"  sigma2 {par['sigma2']:.2f} 1/Ry^2")
print("power of 1/gap in the loss, between gaps 100 and 200 Ry:")
print(f"  shift {power_shift:.4f}, imaginary shift {power_imag:.4f}")
print("relative loss: gap/Ry, shift/gap, shift, sigma, kappa, sigma2")
for gap in (0.02, 0.05, 0.1, 0.25, 0.5, 1.0, 3.0):
    row = ' '.join(f"{loss(k, gap, par[k]):.3e}" for k in KINDS)
    print(f"  {gap:4.2f} {delta / gap:.3e} {row}")
print("gap beyond which the loss is below 1 percent (Ry):")
print('  ' + ', '.join(f"{k} {one_percent[k]:.3f}" for k in KINDS))
print(f"bulk: S = {S} Ry^2, W = {W} Ry")
for gap_edge in (G, 0.0):
    print(f"lowest gap G = {gap_edge} Ry: energy {-bulk[gap_edge]:.5f} Ry")
    for k in KINDS:
        value = losses[k, gap_edge]
        print(f"  {k:6s} loss {value:.4e} Ry = {value * RY_EV:.4e} eV,"
              f" {100 * value / bulk[gap_edge]:.3e} percent")
print("further results for G = 1 Ry:")
print(f"  first-order norm           {norm1:.5f}")
print(f"  shift times norm           {delta * norm1:.5f} Ry")
print(f"  share of shift loss from gaps above 2 Ry {far_share:.3f}")
print(f"  corrected shift, bulk loss {corrected_loss:.3e} Ry")
print(f"  corrected shift, small-gap term {-corrected_term:.5f} Ry")
print(f"  sigma = {strong_sigma} 1/Ry, bulk loss {strong_loss:.5f} Ry"
      f" = {100 * strong_loss / bulk[G]:.2f} percent")
print("verified")
```

It prints:

```
1 Ry = 13.6057 eV
small-gap term: gap 0.05 Ry, coupling 0.1 Ry
  bare second-order term  -0.2000 Ry
  two-level energy        -0.07808 Ry
  kept fraction           0.3904
matched parameters:
  shift  0.07808 Ry
  sigma  9.899 1/Ry
  kappa  19.606 1/Ry
  sigma2 197.97 1/Ry^2
power of 1/gap in the loss, between gaps 100 and 200 Ry:
  shift 0.9994, imaginary shift 2.0000
relative loss: gap/Ry, shift/gap, shift, sigma, kappa, sigma2
  0.02 3.904e+00 7.961e-01 8.204e-01 8.948e-01 9.239e-01
  0.05 1.562e+00 6.096e-01 6.096e-01 6.096e-01 6.096e-01
  0.10 7.808e-01 4.384e-01 3.716e-01 2.617e-01 1.381e-01
  0.25 3.123e-01 2.380e-01 8.419e-02 1.481e-02 4.230e-06
  0.50 1.562e-01 1.351e-01 7.088e-03 1.105e-04 3.201e-22
  1.00 7.808e-02 7.242e-02 5.024e-05 6.110e-09 1.050e-86
  3.00 2.603e-02 2.537e-02 1.268e-13 5.703e-26 0.000e+00
gap beyond which the loss is below 1 percent (Ry):
  shift 7.730, sigma 0.465, kappa 0.270, sigma2 0.153
bulk: S = 1.0 Ry^2, W = 1.0 Ry
lowest gap G = 1.0 Ry: energy -0.40365 Ry
  shift  loss 1.4431e-02 Ry = 1.9635e-01 eV, 3.575e+00 percent
  sigma  loss 3.6125e-07 Ry = 4.9151e-06 eV, 8.950e-05 percent
  kappa  loss 1.3164e-11 Ry = 1.7910e-10 eV, 3.261e-09 percent
  sigma2 loss 6.5838e-92 Ry = 8.9577e-91 eV, 1.631e-89 percent
lowest gap G = 0.0 Ry: energy -1.00000 Ry
  shift  loss 1.7301e-01 Ry = 2.3539e+00 eV, 1.730e+01 percent
  sigma  loss 9.1754e-02 Ry = 1.2484e+00 eV, 9.175e+00 percent
  kappa  loss 7.2189e-02 Ry = 9.8218e-01 eV, 7.219e+00 percent
  sigma2 loss 6.0538e-02 Ry = 8.2366e-01 eV, 6.054e+00 percent
further results for G = 1 Ry:
  first-order norm           0.19269
  shift times norm           0.01505 Ry
  share of shift loss from gaps above 2 Ry 0.431
  corrected shift, bulk loss 5.863e-04 Ry
  corrected shift, small-gap term -0.12567 Ry
  sigma = 1.0 1/Ry, bulk loss 0.05101 Ry = 12.64 percent
verified
```
